# Growth of a Gap Difference between Two Filaments at Constant Voltage

Two metal filaments grow through the same insulating layer, side by side, from one electrode towards the other. Neither has arrived: each ends in a tip separated from the far electrode by a gap of a few nanometres. The two gaps lie across the same electrodes, so they feel the same voltage. One gap happens to be slightly shorter. Does that small advantage persist, fade or grow, and does it decide which filament finally carries the current?

## The model

Let $g_1$ and $g_2$ be the two gaps, with $g_1<g_2$. Filament 1 is the leader and filament 2 the laggard. Each gap closes at a speed set by its own length and by the voltage $V$:

$$\frac{dg_i}{dt}=-v(g_i,V),\qquad v>0 .\tag{1}$$

The minus sign makes $v$ a positive growth speed. Equation (1) contains three assumptions. The filaments are identical, so one function $v$ serves both. The gap is the only state variable, so a filament has no memory beyond its length. The filaments influence each other only through the shared voltage. If that voltage is held constant, even this link is cut, and each filament grows as if the other were absent.

The quantity of interest is the difference $\delta=g_2-g_1>0$. While $V$ is constant I write $v(g)$, with a prime for the derivative with respect to $g$. The result to be derived is

$$\frac{\delta(t)}{\delta(0)}=\frac{v(g(t))}{v(g(0))}\qquad\text{to first order in }\delta .\tag{2}$$

To this order it does not matter whether $g$ is taken as $g_1$, $g_2$ or their mean.

## First derivation: linearise the difference

Subtract equation (1) for the leader from that for the laggard, and expand about $g=g_1$:

$$\frac{d\delta}{dt}=-v(g+\delta)+v(g)=-v'(g)\,\delta+O(\delta^2).\tag{3}$$

If $v'<0$, a shorter gap closes faster, the right side is positive and the difference grows. If $v'>0$, it shrinks.

The speed itself also changes as the gap closes. By the chain rule,

$$\frac{dv}{dt}=v'(g)\frac{dg}{dt}=-v'(g)\,v .\tag{4}$$

Equations (3) and (4) have the same form: $\delta$ and $v$ are multiplied by the same rate, $-v'(g)$. Their ratio is therefore constant:

$$\frac{d}{dt}\!\left(\frac{\delta}{v}\right)=\frac{1}{v}\frac{d\delta}{dt}-\frac{\delta}{v^2}\frac{dv}{dt}
=-\frac{v'\delta}{v}+\frac{v'\delta}{v}=0 .$$

This is equation (2).

The sign of $v'$ matters. For a growth law $v=cg$, which slows as the gap closes, (2) says that a small difference shrinks in proportion to the gap. Closing from 3.0 to 1.0 nm reduces it to one third. Proportionality to the speed thus favours the leader only when growth accelerates.

### A shared voltage that changes

The linear method also covers a voltage that varies in time, provided both filaments see the same $V(t)$. The voltage may even respond to the gaps, as it does when current through them loads a common series resistor. At each instant the subtraction in (3) is made at one value of $V$, so

$$\frac{d\ln\delta}{dt}=-\frac{\partial v}{\partial g}.$$

The speed now changes for two reasons:

$$\frac{d\ln v}{dt}=\frac1v\left(-\frac{\partial v}{\partial g}v+\frac{\partial v}{\partial V}\frac{dV}{dt}\right)
=-\frac{\partial v}{\partial g}+\frac{\partial\ln v}{\partial V}\frac{dV}{dt}.$$

Subtracting the second equation from the first and integrating gives

$$\frac{\delta(t)}{\delta(0)}=\frac{v(t)}{v(0)}\exp\!\left(-\int_{V(0)}^{V(t)}\frac{\partial\ln v}{\partial V}\,dV\right),\tag{5}$$

with the integral taken along the path followed by $g$ and $V$. If a higher voltage speeds growth and the voltage sags, then $dV<0$ and the exponential exceeds one. The difference grows by more than the speed ratio. Equation (2) therefore needs a constant voltage, not merely a shared one.

## Second derivation: shift the clock

Now return to constant voltage and make no expansion. Choose a gap $g_c$ at which a filament counts as closed, and define the time still needed to reach it:

$$\Theta(g)=\int_{g_c}^{g}\frac{ds}{v(s)} .$$

Along either path,

$$\frac{d\Theta(g_i)}{dt}=\frac{1}{v(g_i)}\frac{dg_i}{dt}=-1 .$$

Both remaining times run down at the same unit rate, so their difference is conserved:

$$\tau=\Theta(g_2)-\Theta(g_1)=\int_{g_1(t)}^{g_2(t)}\frac{ds}{v(s)}=\text{constant}.\tag{6}$$

The laggard repeats the leader's motion a time $\tau$ later. This holds for a difference of any size.

The gap difference follows from the mean value theorem. Since $1/v$ is continuous, there is a gap $g_*(t)$ between $g_1(t)$ and $g_2(t)$ for which the integral in (6) equals $\delta/v(g_*)$. Hence

$$\delta(t)=\tau\,v(g_*(t)),\qquad \frac{\delta(t)}{\delta(0)}=\frac{v(g_*(t))}{v(g_*(0))}.\tag{7}$$

When the two gaps are close together, $g_*$ has little room to move and (7) becomes (2). The physical reason for the proportionality is now plain. Two cars following the same speed profile with a fixed delay are separated by roughly their speed times the delay. They spread apart when the road becomes faster, although neither gains any time on the other.

If $v$ rises as the gap closes, $v(g_*)$ lies between the laggard's and the leader's speeds:

$$\tau v(g_2)\le\delta\le\tau v(g_1).\tag{8}$$

To see how the linear law fails, define the length $\ell=v/|v'|$ over which the speed changes appreciably. For $v'<0$, expand $1/v$ about the leader's gap:

$$\frac1{v(g_1+s)}=\frac1{v}\left(1+\frac{s}{\ell}+\dots\right),\qquad
\tau=\frac{\delta}{v}\left(1+\frac{\delta}{2\ell}+\dots\right).$$

Thus $\delta$ falls below $\tau v(g_1)$ by a fraction of about $\delta/2\ell$. The linear law is safe when $\delta\ll\ell$ throughout the motion, not merely at the start. This is not always necessary: if $v$ is a linear function of $g$, (3) has no higher terms and (2) is exact.

One case can be solved by hand. For $v=K/g$, equation (6) gives

$$\tau=\frac{g_2^2-g_1^2}{2K}=\frac{\delta\,\bar g}{K},\qquad \bar g=\frac{g_1+g_2}{2},$$

so $\delta=\tau K/\bar g=\tau v(\bar g)$. For this law the proportionality is exact at any $\delta$, if the speed is evaluated at the mean gap.

## What each derivation assumes

Both derivations need identical filaments, one state variable and no direct interaction. Beyond that they differ.

The first needs a small difference and a differentiable $v$, but it tolerates a shared voltage that changes, through (5). The second places no limit on the difference and needs only a continuous, positive $v$. Its price is that a fixed delay requires a growth law that does not depend explicitly on time. If $V$ changes, the laggard generally meets each gap length at a different voltage from the leader and no longer repeats its motion after a fixed delay. If the speed is a product $f(g)\,h(V)$, the argument can still be used with a clock that runs at the rate $h(V)$.

The second derivation also shows what happens when a filament has further variables, such as a slowly changing temperature or radius. Two identical filaments still follow one path with a fixed delay if their initial states lie on the same path. An arbitrary initial difference in temperature or radius does not satisfy this, and (2) then fails. Heating that is fast and set by a filament's own gap does no harm, because it merely changes the function $v(g)$.

## Why constant voltage does not select a winner

Equation (6) limits what the growing difference can do. At constant voltage the laggard closes too, a time $\tau$ after the leader. The leader gains distance but no time.

A single winner requires another event: the voltage must be removed before the laggard closes. At constant voltage this leaves a window of length $\tau$ after the first closure. If the first closure lowers the voltage, the window is longer, but in this model any steady voltage that still drives growth eventually closes the second gap too. The growing difference matters here, because it leaves the laggard with a wide gap at the first closure. Its gap $G$ at that moment follows from (6) with $g_1=g_c$:

$$\int_{g_c}^{G}\frac{ds}{v(s)}=\tau .\tag{9}$$

If the pulse ends at the first closure, field-driven growth stops with the gap at $G$; if it ends later, the gap left is smaller. If a current limit merely reduces the voltage, the laggard continues more slowly.

## A growth law from ion hopping

Let ions cross the gap by thermally activated hops of length $a$ over a barrier $E_a$, with attempt frequency $\nu$. Suppose the whole voltage drops across the gap with a uniform field $V/g$. An ion of charge $q$ gains energy $qaV/2g$ between the bottom of its well and the barrier top, half a hop away. The forward barrier is lowered by this amount and the backward barrier is raised by it. Take the tip to advance by $a$ for each net hop, so that ion supply does not limit growth. Then

$$v=a\nu e^{-E_a/kT}\left(e^{x}-e^{-x}\right)=2a\nu e^{-E_a/kT}\sinh x,\qquad x=\frac{qaV}{2gkT}.\tag{10}$$

Since $dx/dg=-x/g$, differentiation gives $v'=-(x/g)\coth(x)\,v$, and therefore

$$\ell=\frac{g}{x\coth x}.\tag{11}$$

There are two limits. At low field, $x\ll1$, $\sinh x\approx x$ and $v\propto1/g$, which is the case solved above; here $\ell\approx g$. At high field, $x\gg1$, the speed grows exponentially with $1/g$, and $\ell\approx g/x$ is much shorter than the gap. The difference then grows strongly, but the linear law also fails sooner.

## Worked example

Take $V=0.5$ V, $T=300$ K, $a=0.3$ nm, $E_a=0.6$ eV, $\nu=10^{13}$ Hz and singly charged ions. The gaps start at 3.0 and 3.1 nm. A gap of 1.0 nm counts as closed, since the final formation of a contact lies outside (10).

With $kT=0.02585$ eV, the prefactor $2a\nu e^{-E_a/kT}$ is 0.4996 nm/ms. The leader starts with

$$x=\frac{0.3\times0.5}{2\times3.0\times0.02585}=0.967,\qquad v=0.4996\,\sinh(0.967)=0.562\ \text{nm/ms}.$$

At 1.0 nm, $x=2.901$ and $v=4.531$ nm/ms. The speed has risen by a factor of 8.06. Numerical integration of two paths that start only $10^{-4}$ nm apart gives the same growth factor, 8.06, for their difference.

The 0.1 nm difference is less simple. A first estimate of the lag is $0.1/0.562=0.178$ ms. Numerical quadrature of (6) gives $\tau=0.182$ ms, slightly more because the laggard starts where growth is slower. The leader closes after 1.985 ms and the laggard after 2.167 ms. The table compares the difference found from (6) with the linear law evaluated at the leader's gap.

| $g_1$ (nm) | $\delta$ (nm) | linear $\delta$ (nm) | $\ell$ (nm) |
|---:|---:|---:|---:|
| 2.5 | 0.126 | 0.128 | 1.77 |
| 2.0 | 0.171 | 0.179 | 1.24 |
| 1.5 | 0.261 | 0.301 | 0.74 |
| 1.2 | 0.364 | 0.495 | 0.49 |
| 1.0 | 0.469 | 0.806 | 0.34 |

Down to 2.0 nm the linear law is within 5% of the exact difference. At closure it is 72% too large, because $\delta$ has outgrown $\ell$ and the leader's speed no longer represents the interval between the tips. Most of this error comes from the choice of gap. If the speed is evaluated at the mean gap, 3.05 nm at the start and 1.234 nm at closure, the term $\delta/2\ell$ cancels and the linear law gives 0.472 nm, within 1% of the exact 0.469 nm. The bounds (8) still hold there: they place $\delta$ between 0.321 and 0.824 nm. The difference has grown by a factor of 4.7, not 8.1.

When the leader closes, the laggard's gap is therefore 1.47 nm. Suppose a current limit of 10 µA now acts, and the new contact has one conductance quantum, $G_0=2e^2/h=77.5$ µS. Neglecting current through the remaining gap, the voltage falls to

$$V_c=\frac{10\ \mu\text{A}}{77.5\ \mu\text{S}}=0.129\ \text{V}.$$

Integrating $1/v$ at this voltage from 1.0 to 1.47 nm gives a remaining time of 1.45 ms, against 0.182 ms at the full voltage. In this model the current limit stretches the laggard's remaining time eightfold but does not prevent the second closure. The factor depends on the gap that counts as closed: extending (10) down to 0.3 nm would make it about twelve. A pulse that ends between the two closures leaves one filament closed, provided the new contact does not dissolve again.

Equation (5) can be illustrated with the same hopping law and a strongly loaded supply,

$$V=\frac{0.5\ \text{V}}{1+10\,(e^{-2g_1}+e^{-2g_2})},$$

with gaps in nm. As the gaps close from 3.0 to 1.0 nm, the voltage sags from 0.476 to 0.135 V and the speed falls to 0.818 of its initial value. A very small difference nevertheless grows by a factor of 4.15, both in integrated paths and from (5). At any given voltage the shorter gap is still the faster one.

## How identical must the filaments be?

Suppose the leader's hopping barrier is higher by $\Delta E$. Its speed at every gap is reduced by $e^{-\Delta E/kT}$, so its closing time $T_1=1.985$ ms becomes $T_1e^{\Delta E/kT}$. The filaments tie when this equals $T_1+\tau$:

$$\Delta E=kT\ln\!\left(1+\frac{\tau}{T_1}\right)=25.85\ \text{meV}\times\ln(1.0916)=2.3\ \text{meV}.$$

A mismatch of less than a tenth of $kT$ cancels the whole head start.

Growth by single atoms also blurs the outcome. For a flat tip of radius $r=2$ nm, allow an area $a^2$ per atom. A layer then holds $\pi r^2/a^2\approx140$ atoms, and each atom advances the mean tip position by $h=a/140=0.00215$ nm. If atoms arrive independently at the mean rate $v/h$, each waiting time has mean $h/v$ and variance $h^2/v^2$. There are $dg/h$ arrivals in an interval $dg$, so the variance of one closing time is

$$\sum\frac{h^2}{v^2}\approx h\int_{g_c}^{g(0)}\frac{dg}{v^2}.$$

Adding the variances for both filaments gives a spread of 0.105 ms in the lag, whose mean is 0.182 ms. For a Gaussian distribution, the chance that the laggard closes first is 4.1%. Random sampling of 8000 pairs with exponential waiting times gives 4.3%. Both figures ignore atoms that hop back off the tip. Including the backward hops of (10) widens the spread to about 0.116 ms and raises the chance to about 6%. The result depends on the size of an atom: with silver's atomic volume of 0.0171 nm³, a layer of thickness $a$ holds about 220 atoms and the chance, backward hops included, is about 2%. The factor $1/v^2$ gives most weight to the early, slow part of growth.

## Comparison with real cells

The parameters are round values chosen for illustration, with silver filaments in silica in mind. The millisecond time scale is not a prediction for a particular cell: a barrier change of $kT\ln10\approx60$ meV alters it tenfold. The table is less sensitive, because $E_a$ and $\nu$ multiply all speeds equally and cancel from $\delta$ at a given leader gap. The assumption most exposed in a real cell is that of identical filaments. Amorphous silica offers no reason for two paths to match within 2.3 meV, and a mismatch of that size already moves the lag from 0.182 ms to zero. The field also differs from $V/g$. For a flat-ended cylinder of 2 nm radius in a 10 nm layer, with a 3 nm gap, Laplace's equation gives an axial field about 19% above $V/g$ over the hop next to the tip and 15% below it over the hop next to the far electrode. Depending on which hop limits growth, the speed ratio between gaps of 1.0 and 3.0 nm is then roughly 6 to 10, instead of 8.06. Next to the rim the field is about twice $V/g$ at this gap, so a flat tip need not stay flat. If the two tips have the same shape whenever their gaps are equal, all this changes $v(g)$ but not the theorem.

Other neglected effects can be sized at the 1.0 nm gap:

- **Field.** On the axis it reaches 5 MV/cm, half of a rough breakdown field of 10 MV/cm. Averaged over the hop next to the rim of the flat tip, it is about 7 MV/cm.
- **Barrier shape.** For a sinusoidal barrier, the linear lowering of 75 meV is too large by 1.9 meV. This reduces the forward hopping rate by 7%.
- **Tunnelling.** Take a 3.5 eV barrier, an electron mass of $0.4\,m_e$ and one channel per tip atom. The decay constant is $\kappa=6.06$ nm$^{-1}$. For a rectangular barrier the transmission is at most $4e^{-2\kappa g}$ per channel, which limits the current to about 0.12 µA per filament. The tilt of the barrier by the voltage would raise this by only about 4%. Image forces, which lower and round the barrier, matter far more: a semiclassical estimate with classical image charges raises the current about 6-fold for a relative permittivity of 3.9 and 18-fold for 2.1. Across a 1 kΩ series resistor, two filaments then drop between 0.2 mV without image forces and about 4 mV with the strongest.
- **Heating.** Let the power $IV$, with $I=0.12$ µA and $V=0.5$ V, leave along 9 nm of filament with a thermal conductivity of 50 W/(m K). The tip warms by 0.8 K, which raises the growth speed by about 6%. With the larger currents estimated from image forces, it would warm by about 5 to 15 K and grow 1.4 to 2.7 times faster at this gap. These are upper estimates, because part of the power is released in the far electrode or leaks through the oxide; with half the power in the filament, the largest factor falls to about 1.7.
- **Cross-talk.** Between flat electrodes a distance $L$ apart, the slowest-decaying disturbance of the potential varies as $\sin(\pi z/L)$ across the layer and falls off roughly as $e^{-\pi y/L}$ with the distance $y$ along it. For $L=10$ nm and filaments 50 nm apart, this factor is about $10^{-7}$. Filaments only a few nanometres apart would not be independent.

For these numbers, the barrier shape and the cross-talk are small corrections. The shape of the field, and tunnel heating close to contact, can change the speed law much more, but they change it equally for two identical filaments. Small differences between the filaments, and the randomness of atomic growth, are the larger threat to the leader's advantage.

All numerical values are calculated from the stated model.
